# Losing the antibonding root of two merging 1s functions: a program that tests the result

```python
"""Loss of digits in the antibonding root of two approaching 1s functions.

Result under test: E = (Haa-Hab)/(1-S) tends to 1/2 hartree as R -> 0.
In double precision its relative error can reach 100 percent near
R = (18u)^(1/3) for direct closed formulas with a well-rounded exponential,
and just below sqrt(30u) for correctly rounded matrix elements.
R is in bohr, u = 2^-53.
Haa, Hab: electronic matrix elements for two protons and one electron.
S: overlap of the normalized 1s functions, both with exponent 1.
"""
from fractions import Fraction
import math
import numpy as np
import mpmath as mp
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, LinAlgError

mp.mp.dps = 60
u = 2.0**-53


def elements(R, exp):
    """Closed formulas, evaluated in the arithmetic of R and exp."""
    S = exp(-R) * (1 + R + R * R / 3)
    Haa = -0.5 - 1 / R + exp(-2 * R) * (1 + 1 / R)
    Hab = -S / 2 - exp(-R) * (1 + R)
    return Haa, Hab, S


def rounded_exp(x):
    """For small |x| the only appreciable rounding is the final addition."""
    return 1 + np.expm1(x)


def quotient(Haa, Hab, S):
    return (Haa - Hab) / (1 - S) if S != 1 else math.nan


def reference(R):
    """High-precision root and elements rounded once to double."""
    precise = elements(mp.mpf(float(R)), mp.exp)
    root = (precise[0] - precise[1]) / (1 - precise[2])
    return float(root), tuple(float(x) for x in precise), float(1 - precise[2])


def short_series(R):
    return 0.5 - 2 * R + 1.9 * R**2


def elements_by_quadrature(R):
    """Two-centre integrals from the definition, kinetic part by gradients."""
    t, wt = np.polynomial.laguerre.laggauss(24)
    eta, we = np.polynomial.legendre.leggauss(32)
    xi = (1 + t / R)[:, None]
    eta = eta[None, :]
    ra, rb = R * (xi + eta) / 2, R * (xi - eta) / 2
    volume = 2 * np.pi * R**3 / 8 * (xi**2 - eta**2) / R
    weight = volume * (wt * np.exp(t))[:, None] * we[None, :]
    a, b = np.exp(-ra) / np.sqrt(np.pi), np.exp(-rb) / np.sqrt(np.pi)
    cosine = (ra**2 + rb**2 - R**2) / (2 * ra * rb)
    attraction = -1 / ra - 1 / rb
    Haa = np.sum(weight * a * a * (0.5 + attraction))
    Hab = np.sum(weight * a * b * (0.5 * cosine + attraction))
    return Haa, Hab, np.sum(weight * a * b)


# Matrix elements and the generalized eigenvalue at ordinary separations.
for R in (0.5, 1.0, 2.0):
    numerical = elements_by_quadrature(R)
    assert np.allclose(numerical, elements(R, math.exp), atol=1e-10, rtol=0)
    haa, hab, overlap = numerical
    roots = eigh([[haa, hab], [hab, haa]], [[1, overlap], [overlap, 1]],
                 eigvals_only=True)
    assert abs(roots[1] - quotient(*elements(R, math.exp))) < 1e-9

# Short-distance expansion from symbolic algebra.
x = sp.symbols("x", positive=True)
S_sym = sp.exp(-x) * (1 + x + x**2 / 3)
Haa_sym = -sp.Rational(1, 2) - 1 / x + sp.exp(-2 * x) * (1 + 1 / x)
Hab_sym = -S_sym / 2 - sp.exp(-x) * (1 + x)
expansions = [sp.expand(sp.series(sp.expand(f), x, 0, 5).removeO())
              for f in (Haa_sym, Hab_sym, S_sym)]
assert expansions[0].coeff(x, 0) == -sp.Rational(3, 2)
assert expansions[0].coeff(x, 2) == sp.Rational(2, 3)
assert expansions[0].coeff(x, 3) == -sp.Rational(2, 3)
assert expansions[1].coeff(x, 0) == -sp.Rational(3, 2)
assert expansions[1].coeff(x, 2) == sp.Rational(7, 12)
assert expansions[1].coeff(x, 3) == -sp.Rational(1, 3)
assert expansions[2].coeff(x, 2) == -sp.Rational(1, 6)
assert expansions[2].coeff(x, 4) == sp.Rational(1, 24)
ratio = sp.cancel((expansions[0] - expansions[1]) / (1 - expansions[2]))
root_series = sp.expand(sp.series(ratio, x, 0, 3).removeO())
assert root_series == sp.Rational(1, 2) - 2 * x + sp.Rational(19, 10) * x**2
for R in (1e-3, 1e-4):
    assert abs(short_series(R) - reference(R)[0]) < 5 * R**3

# Energy of (z/r) exp(-r) in the field of nuclear charge 2.
norm = quad(lambda r: r**2 * math.exp(-2 * r), 0, np.inf)[0]
kinetic = quad(lambda r: 0.5 * (r**2 + 2) * math.exp(-2 * r), 0, np.inf)[0] / norm
potential = quad(lambda r: -2 * r * math.exp(-2 * r), 0, np.inf)[0] / norm
limit_energy = kinetic + potential
assert abs(limit_energy - reference(1e-12)[0]) < 1e-8

# Rounding quality of two exponentials, measured with 60-digit values.
rng = np.random.default_rng(7)
arguments = -2 * rng.uniform(5e-6, 1e-3, 4000)
precise_values = [mp.exp(mp.mpf(float(v))) for v in arguments]
exp_errors = []
for function in (np.exp, rounded_exp):
    values = function(arguments)
    exp_errors.append(max(abs(float(mp.mpf(float(v)) - p)) / u
                          for v, p in zip(values, precise_values)))
assert exp_errors[1] < 0.51

# Evaluation A: direct formulas. Additions near the loss point are exact.
for R in rng.uniform(8e-6, 1.5e-5, 100):
    inverse = 1 / float(R)
    assert Fraction(1 + inverse) == 1 + Fraction(inverse)
    assert Fraction(-0.5 - inverse) == Fraction(-0.5) - Fraction(inverse)


def direct_errors(R):
    haa, hab, overlap = elements(R, rounded_exp)
    exact = short_series(R)
    return np.abs((haa - hab) / (1 - overlap) - exact) / exact


direct_constants = []
for start in (2.0**-14, 2.0**-11):
    R = rng.uniform(1.01 * start, 1.99 * start, 100000)
    direct_constants.append(np.max(direct_errors(R) * R**3 / u))
    assert 9 < direct_constants[-1] < 19, (direct_constants, exp_errors)
R_direct = np.linspace(2e-6, 4e-5, 400001)
direct_lost = R_direct[direct_errors(R_direct) >= 1].max()
direct_estimate = (18 * u)**(1 / 3)
assert 0.8 * direct_estimate < direct_lost < 1.02 * direct_estimate

# Evaluation B: every matrix element is rounded only once.
rounded_constants = []
for start in (1e-6, 1e-5):
    scaled = []
    for R in rng.uniform(start, 2 * start, 1500):
        exact, stored, gap = reference(R)
        assert Fraction(stored[0] - stored[1]) == Fraction(stored[0]) - Fraction(stored[1])
        assert Fraction(1 - stored[2]) == 1 - Fraction(stored[2])
        scaled.append(abs(quotient(*stored) / exact - 1) * R**2 / u)
    rounded_constants.append(max(scaled))
    assert 13 < rounded_constants[-1] < 27.1

R_rounded = np.linspace(1e-8, 1e-7, 4001)
lost, singular, accidental = [], [], []
for R in R_rounded:
    exact, stored, gap = reference(R)
    if stored[2] == 1:
        singular.append(R)
        continue
    difference = abs(quotient(*stored) - exact)
    bound = (2 * u + exact * u / 2) / (gap - u / 2)
    assert difference <= bound * (1 + 1e-6)
    if difference / exact >= 1:
        lost.append(R)
    if difference / exact < 1e-6:
        accidental.append(R)
rounded_lost, singular_edge = max(lost), max(singular)
rounded_limit = math.sqrt(30 * u)
singular_limit = math.sqrt(3 * u)
assert 0.9 * rounded_limit < rounded_lost < rounded_limit
assert abs(singular_edge - singular_limit) < 2 * (R_rounded[1] - R_rounded[0])
assert any(R < rounded_lost for R in accidental)

# A Cholesky-based solver must reject the numerically singular overlap.
haa, hab, overlap = reference(1.5e-8)[1]
solver_stopped = False
try:
    eigh([[haa, hab], [hab, haa]], [[1, overlap], [overlap, 1]])
except LinAlgError:
    solver_stopped = True
assert solver_stopped

print(f"unit roundoff u = {u:.6e} (dimensionless)")
haa, hab, overlap = elements(1.0, math.exp)
print(f"R = 1 bohr: Haa = {haa:.8f}, Hab = {hab:.8f} hartree, S = {overlap:.8f}")
print(f"limit function: kinetic {kinetic:.6f}, potential {potential:.6f} hartree")
hartree_eV = constants.value("Hartree energy in eV")
print(f"limit energy = {limit_energy:.6f} hartree = {limit_energy*hartree_eV:.5f} eV")
print(f"Largest sampled exponential error in units of u: "
      f"array exp {exp_errors[0]:.3f}, 1+expm1 {exp_errors[1]:.3f}")
print("Root in hartree: R/bohr, reference, A direct, B rounded elements")
table = []
for power in range(9):
    R = 10.0**-power
    exact, stored, gap = reference(R)
    direct = quotient(*elements(R, rounded_exp))
    rounded = quotient(*stored)
    table.append((R, direct / exact - 1, rounded / exact - 1))
    print(f"{R:.0e}  {exact:.12f}  {direct:.12g}  {rounded:.12g}")
print("Absolute relative errors: R/bohr, A, B (nan: zero denominator)")
for R, error_direct, error_rounded in table:
    print(f"{R:.0e}  {abs(error_direct):.2e}  {abs(error_rounded):.2e}")
print("Largest sampled error times R^3/u for A, in bohr^3:")
print("  " + ", ".join(f"{c:.2f}" for c in direct_constants) + " (leading bound 18)")
print("Largest sampled error times R^2/u for B, in bohr^2:")
print("  " + ", ".join(f"{c:.2f}" for c in rounded_constants) + " (leading bound 27)")
bohr_m = constants.value("Bohr radius")
print(f"A estimate (18u)^(1/3) = {direct_estimate:.4e} bohr")
print(f"A largest sampled loss R = {direct_lost:.4e} bohr = {direct_lost*bohr_m:.3e} m")
print(f"B upper limit sqrt(30u) = {rounded_limit:.4e} bohr")
print(f"B largest sampled loss R = {rounded_lost:.4e} bohr = {rounded_lost*bohr_m:.3e} m")
print(f"S stored as 1 below sqrt(3u) = {singular_limit:.4e} bohr")
print(f"Largest sampled R with stored S = 1: {singular_edge:.4e} bohr")
print(f"Generalized solver stopped at R = 1.5e-8 bohr: {solver_stopped}")
print("B in units of u: R/bohr, Haa+3/2, Hab+3/2, 1-S, root/hartree")
for R in (4.98e-8, 5.20e-8, 5.33e-8):
    haa, hab, overlap = reference(R)[1]
    print(f"{R:.2e}  {(haa+1.5)/u:.0f}  {(hab+1.5)/u:.0f}  "
          f"{(1-overlap)/u:.0f}  {quotient(haa, hab, overlap):.6f}")
for label, R in (("A", direct_lost), ("B", rounded_lost)):
    exact = reference(R)[0]
    assert abs(short_series(R) - exact) < 1e-13
    print(f"Series at {label} loss: {short_series(R):.12f} hartree; "
          f"reference {exact:.12f}")
print("all good")
```

Output:

```
unit roundoff u = 1.110223e-16 (dimensionless)
R = 1 bohr: Haa = -1.22932943, Hab = -1.16495156 hartree, S = 0.85838536
limit function: kinetic 2.500000, potential -2.000000 hartree
limit energy = 0.500000 hartree = 13.60569 eV
Largest sampled exponential error in units of u: array exp 0.605, 1+expm1 0.500
Root in hartree: R/bohr, reference, A direct, B rounded elements
1e+00  -0.454598981149  -0.454598981149  -0.454598981149
1e-01  0.317604546056  0.317604546055  0.317604546056
1e-02  0.480188511144  0.480188511023  0.480188511139
1e-03  0.498001898501  0.498002259861  0.498001897484
1e-04  0.499800018999  0.500157807109  0.499799926712
1e-05  0.499980000190  0.865606618749  0.499986677325
1e-06  0.499998000002  -3.49933422104  0.499666888741
1e-07  0.499999800000  -3.71428571429  0.533333333333
1e-08  0.499999980000  -2  nan
Absolute relative errors: R/bohr, A, B (nan: zero denominator)
1e+00  8.88e-16  2.22e-16
1e-01  1.19e-12  2.89e-15
1e-02  2.53e-10  9.84e-12
1e-03  7.26e-07  2.04e-09
1e-04  7.16e-04  1.85e-07
1e-05  7.31e-01  1.34e-05
1e-06  8.00e+00  6.62e-04
1e-07  8.43e+00  6.67e-02
1e-08  5.00e+00  nan
Largest sampled error times R^3/u for A, in bohr^3:
  17.61, 17.85 (leading bound 18)
Largest sampled error times R^2/u for B, in bohr^2:
  24.25, 25.15 (leading bound 27)
A estimate (18u)^(1/3) = 1.2596e-05 bohr
A largest sampled loss R = 1.1653e-05 bohr = 6.167e-16 m
B upper limit sqrt(30u) = 5.7712e-08 bohr
B largest sampled loss R = 5.3425e-08 bohr = 2.827e-18 m
S stored as 1 below sqrt(3u) = 1.8250e-08 bohr
Largest sampled R with stored S = 1: 1.8235e-08 bohr
Generalized solver stopped at R = 1.5e-8 bohr: True
B in units of u: R/bohr, Haa+3/2, Hab+3/2, 1-S, root/hartree
4.98e-08  14  14  4  0.000000
5.20e-08  16  14  4  0.500000
5.33e-08  18  14  4  1.000000
Series at A loss: 0.499976693978 hartree; reference 0.499976693978
Series at B loss: 0.499999893150 hartree; reference 0.499999893150
all good
```
